# Why Dissolved Chromium Speeds Nickel Oxidation, and When It Does Not

**Q:** I oxidize nickel near 1000 °C and get a compact NiO scale. With a little chromium in the metal the scale grows faster, although chromium is what we add to make alloys resist oxidation. What can a small amount of it do to NiO?

**A:** Nickel crosses NiO by jumping into vacant nickel sites, so first ask what chromium does to the number of vacancies. Suppose that it dissolves in the oxide as Cr³⁺ on Ni²⁺ sites. Each such ion carries one extra positive charge relative to the site it occupies. A vacant nickel site lacks two positive charges. Dissolving one formula unit of Cr₂O₃ brings three oxygen ions, hence three new nickel sites, but just two cations to fill them. One site stays empty: one vacancy for two chromium ions.

A protective chromia layer is a different situation, which needs much more chromium in the metal. Here I treat chromium dissolved in NiO.

**Q:** Could the extra charge not be balanced by removing holes instead?

**A:** Partly, and the competition can be calculated. Let $v$, $h$ and $c$ be the numbers of doubly charged vacancies, holes and Cr³⁺ ions per nickel site. Oxygen from the gas builds new lattice by

$$\tfrac12\mathrm{O_2}\rightleftharpoons \mathrm{O_O}+V''+2h^\bullet ,$$

where $\mathrm{O_O}$ is a normal oxide ion, $V''$ a vacancy of effective charge $-2$, and $h^\bullet$ a hole. For dilute, ideal defects in local equilibrium, mass action gives

$$v h^2=K P^{1/2}, \tag{1}$$

with $P$ the oxygen pressure in atm. Local neutrality requires

$$2v=c+h. \tag{2}$$

Now add chromium at fixed $P$. Equation (1) gives $dv/v+2\,dh/h=0$, so $dh=-(h/2v)\,dv$. Inserting this in $2\,dv=dc+dh$ gives

$$\frac{dv}{dc}=\frac{1}{2+h/(2v)} .$$

This is positive: chromium raises $v$ and lowers $h$. In undoped oxide $h=2v$ and the slope is $1/3$, because some of the added charge is balanced by lost holes. Once $h\ll c$, few holes are left to lose, the slope is $1/2$, and

$$v\simeq \frac c2,\qquad h\simeq\left(\frac{2K}{c}\right)^{1/2}P^{1/4}. \tag{3}$$

At fixed $c$, equation (2) makes $v$ and $h$ rise together with $P$. The condition $h\ll c$ is therefore hardest to meet at the gas side. If it holds there, it holds throughout a uniformly doped scale.

**Q:** That worries me. If the vacancy concentration is the same at both faces, there is no gradient. Why should anything diffuse?

**A:** Because the hole concentration still has a gradient, and the holes set up an electric field.

Let $x$ run from metal to gas, let a prime on a function mean $d/dx$, and let $\phi$ be the electric potential in units of $k_BT/e$, with $k_B$ Boltzmann's constant. With diffusivities $D_V$ and $D_h$, the fluxes along $+x$ are

$$J_V=-D_V(v'-2v\phi'),\qquad J_h=-D_h(h'+h\phi').$$

The different signs reflect charges $-2$ and $+1$. I neglect the current carried by chromium itself. No net current flows through the scale, so $-2J_V+J_h=0$, or $J_h=2J_V$.

Holes are much more mobile than vacancies. If they also carry nearly all the conductivity, a tiny imbalance between hole diffusion and hole drift supplies the required $J_h$. To leading order $h'+h\phi'=0$, hence

$$\phi'=-\frac{h'}{h}.$$

Holes are more numerous near the gas, so the potential falls towards the gas and the field points outward. It pushes the negative vacancies inward. Substitution gives

$$-J_V=D_V\left(v'+2v\frac{h'}{h}\right)=D_Vv\,\frac{d}{dx}\ln(vh^2)=\frac{D_Vv}{2}\frac{d\ln P}{dx}. \tag{4}$$

The last step uses equation (1). Vacancies move inward and nickel moves outward at the same rate. With $v'=0$ the second term remains: the transport is drift.

**Q:** How does this become a parabolic growth law?

**A:** Let $X$ be the scale thickness. Each nickel ion that reaches the gas side makes one new formula unit of oxide. With concentrations counted per nickel site, the growth speed is therefore $dX/dt=-J_V$.

The flux is nearly the same at all depths. Growing by $dX$ stores about $v\,dX$ vacancies in the new oxide, while a number proportional to $dX$ passes through; since $v\ll1$, the stored part is small. Integrating equation (4) over the thickness gives

$$X\frac{dX}{dt}=k,\qquad k=\frac{D_V}{2}\int_{P_i}^{P_o}v\,d\ln P, \tag{5}$$

where $P_i$ and $P_o$ are the oxygen pressures at the metal and gas sides. If both faces stay at local equilibrium, $k$ is constant and $X^2=2kt$ for a scale of negligible initial thickness.

For pinned vacancies, $v=c/2$ comes out of the integral:

$$k=\frac{D_Vc}{4}\ln\frac{P_o}{P_i}. \tag{6}$$

The logarithm is the chemical driving force across the scale. The dopant has removed the pressure dependence of the carrier number that multiplies it.

**Q:** Can I compare this with undoped nickel without assuming that $c$ is large?

**A:** Yes, while holes still dominate conduction. From equation (1),

$$d\ln P=2\frac{dv}{v}+4\frac{dh}{h}.$$

At fixed $c$, equation (2) gives $2\,dv=dh$ and $4v=2(c+h)$. Therefore

$$v\,d\ln P=2\,dv+4v\frac{dh}{h}=dh+2(c+h)\frac{dh}{h}=3\,dh+2c\,\frac{dh}{h}.$$

Let $\Delta$ mean gas-side value minus metal-side value. Equation (5) becomes

$$k=D_V\left(\tfrac32\Delta h+c\,\Delta\ln h\right). \tag{7}$$

For $c=0$, $h=2v$ and $k=3D_V\Delta v$, with $v=(K/4)^{1/3}P^{1/6}$. In equation (4) the drift term is then $2vh'/h=h'$ and the diffusion term is $v'=h'/2$, so the field already carries two thirds of the flux in undoped oxide. For large $c$, equation (3) gives $\Delta\ln h=\frac14\ln(P_o/P_i)$, and equation (6) returns.

The largest difference is near the metal. In undoped oxide the vacancies almost disappear there; in doped oxide they do not.

**Q:** Put numbers on it for my furnace.

**A:** Take 1273 K, $P_o=1$ atm and $P_i=5\times10^{-11}$ atm, a rough value for nickel in contact with NiO. Then $\ln(P_o/P_i)=23.72$. As rough illustrative inputs, take a native vacancy fraction of $10^{-4}$ at 1 atm, $D_V=2\times10^{-7}$ cm²/s and a hole mobility of 0.4 cm²/(V s). With $k_BT=0.1097$ eV, the hole diffusivity is $0.4\times0.1097=0.044$ cm²/s. Native neutrality gives $h=2\times10^{-4}$ at 1 atm, so

$$K=10^{-4}(2\times10^{-4})^2=4\times10^{-12}\ \mathrm{atm^{-1/2}}.$$

Undoped, the metal-side vacancy fraction is smaller than the gas-side one by $e^{-23.72/6}=0.019$. Thus

$$k_0=3(2\times10^{-7})(10^{-4})(1-0.019)=5.9\times10^{-11}\ \mathrm{cm^2/s}.$$

Now dissolve $c=0.001$ uniformly in the oxide. Equation (6) gives

$$k=\frac{(2\times10^{-7})(10^{-3})}{4}\,23.72=1.19\times10^{-9}\ \mathrm{cm^2/s}.$$

I also solved equations (1) and (2) numerically at both faces and integrated the two flux equations by quadrature, keeping the finite hole diffusivity. This gives $1.20\times10^{-9}$ cm²/s, about 20 times the undoped value. After 10 h the thickness $\sqrt{2kt}$ is 93 µm instead of 21 µm.

The vacancy fraction is $5.0\times10^{-4}$ at the metal and $5.4\times10^{-4}$ at the gas, so it is nearly pinned. The hole fraction rises from $2.4\times10^{-7}$ to $8.6\times10^{-5}$. Averaged over the thickness, drift carries 99% of the vacancy flux (96% at the gas side), and the gas side lies 0.64 V below the metal side in electrostatic potential.

**Q:** Is there an experiment that would distinguish the doped mechanism from native growth?

**A:** Change the outer oxygen pressure, holding temperature and dissolved chromium fixed. From 1 to 0.01 atm, equation (6) predicts

$$\frac{k(0.01)}{k(1)}=1-\frac{\ln100}{23.72}=0.81 .$$

The numerical transport solution gives 0.80. For undoped oxide the factor is 0.45, since $v$ varies as $P^{1/6}$. A weak pressure dependence would support pinned vacancies, but would not prove them, because another transport path could also depend weakly on pressure.

A second test is to reverse the dopant charge. For a singly charged acceptor such as Li⁺ on a nickel site, with fraction $a$, neutrality is $h=2v+a$. If $a\gg v$, then $h\simeq a$ and $v\simeq KP^{1/2}/a^2$. Because $v\propto P^{1/2}$, equation (5) integrates to $k=D_V\Delta v$. For $a=0.001$, the gas-side $v$ is $4\times10^{-6}$ and the metal-side value is negligible, so $k\simeq8\times10^{-13}$ cm²/s. The numerical solution gives 0.013 of the undoped rate. This model thus predicts opposite effects for the two dopants, provided that each stays dissolved uniformly.

**Q:** Does the rate simply keep rising in proportion to chromium?

**A:** No. Equation (6) has limits on both sides.

At $c=10^{-4}$, the dopant fraction is below the native hole fraction at 1 atm, so pinning fails near the gas. The numerical $k$ is 2.7 times the undoped value and 35% above equation (6), which leaves out the native defects.

At high $c$ the trouble is that holes become scarce. Let $J=-J_V$ be the inward vacancy flux. Without assuming very mobile holes, the flux equations read

$$\frac{v'}v-2\phi'=\frac{J}{D_Vv},\qquad \frac{h'}h+\phi'=\frac{2J}{D_hh}.$$

Add twice the second to the first. The field cancels, and equation (1) turns the left side into $\frac12(\ln P)'$:

$$\frac12\frac{d\ln P}{dx}=J\left(\frac1{D_Vv}+\frac4{D_hh}\right).$$

Solving for $J$ gives

$$J=\frac{D_Vv}{2}\,t_h\frac{d\ln P}{dx},\qquad t_h=\frac{D_hh}{D_hh+4D_Vv}. \tag{8}$$

Here $t_h$ is the fraction of the conductivity carried by holes; the 4 is the square of the vacancy charge.

For pinned vacancies, let $h_1=(2K/c)^{1/2}$ be the value of $h$ at 1 atm and define $r=2cD_V/(D_hh_1)$. Then $t_h=1/(1+rP^{-1/4})$. With $s=P^{1/4}$ and $d\ln P=4\,ds/s$, the integral becomes

$$k=\frac{D_Vc}{4}\int\frac{4\,ds}{s+r}=D_Vc\,\ln\frac{P_o^{1/4}+r}{P_i^{1/4}+r}. \tag{9}$$

For $r\ll P_i^{1/4}$ this is equation (6). Since $h_1\propto c^{-1/2}$, $r$ grows as $c^{3/2}$.

At $c=0.001$, $t_h$ is still 0.96 at the metal. At $c=0.01$ it is 0.45, and equation (9) gives $1.03\times10^{-8}$ cm²/s, 13% below equation (6).

That last deficit needs care, because I have left out electrons. If each nickel site is counted as offering one electron state and one hole state, the product of the electron and hole fractions is $e^{-E_g/k_BT}$, with $E_g$ the gap. A rough gap of 3.5 eV then gives an electron fraction $n\simeq e^{-3.5/0.1097}/h\simeq6\times10^{-8}$ at the metal side for $c=0.001$. This is negligible in the charge balance but is a quarter of the hole fraction. At $c=0.01$, holes are fewer and electrons more numerous by $\sqrt{10}$, so electrons would outnumber holes there. If they are as mobile as holes, the deficit falls from 13% to about 10%. This depends strongly on the gap: at 4.0 eV electrons change almost nothing, while at 3.0 eV the deficit is about 2% and electrons outnumber holes at the metal already for $c=0.001$.

**Q:** My dilute nickel–chromium alloys do not oxidize twenty times faster. What has gone wrong?

**A:** The strongest assumption is uniform chromium in the oxide. NiO grows at its outer face by outward cation transport, so chromium must travel outward too if the new oxide is to contain it. In real dilute alloys the outer NiO is commonly poor in chromium, while the inner scale contains chromium-rich oxide, often as spinel particles.

Suppose that chromium is dissolved in just the inner fraction $f$ of the thickness. The same flux $J$ must cross the undoped outer layer, of thickness $(1-f)X$. Even if that layer had the whole pressure drop, it could pass no more than

$$J(1-f)X\le k_0 .$$

If all new oxide forms at the gas side, the growth constant of the whole scale is $JX$, so

$$k\le\frac{k_0}{1-f}. \tag{10}$$

If instead the inner layer thickens inward, fed by oxygen arriving through pores or cracks, $J$ builds only the outer fraction $1-f$ of the scale and the limit loosens to $k_0/(1-f)^2$. For growth at the gas side, I found the pressure at the internal boundary numerically by matching the two fluxes, with $c=0.001$ inside. For $f=0.5$ the acceleration is 1.99; for $f=0.9$ it is 9.2. Confining chromium to the inner half thus reduces the predicted factor from 20 to 2.

Against the real case, the model's 21 µm in 10 h for undoped nickel is a reasonable rough size near 1000 °C. That agreement does not show that the real growth passes through the lattice. Tracer diffusion of nickel in single-crystal NiO is about $2\times10^{-12}$ cm²/s at this temperature, roughly ten times below what my inputs imply. Lattice transport alone would then give nearer 7 µm, with grain boundaries likely carrying most of the rest. As far as I am sure of it, the acceleration in dilute alloys is more typically a factor of a few, which is nearer the layered estimate than the uniform one. That does not prove the layered explanation: grain-boundary transport, estimated below, can give a similar factor, and inner porosity, internal oxidation and spinel also affect growth, though none is in the model. Nor is the chromium fraction in the metal equal to $c$, since solubility in NiO is limited. Even $c=0.01$ may exceed it.

**Q:** Suppose that I did get uniform doping. What else could move the factor of twenty?

**A:** I can estimate three effects.

First, positive chromium ions attract negative vacancies. Let $p$ be the fraction of chromium–vacancy pairs, each with charge $-1$. Neglecting holes, neutrality among free chromium, free vacancies and pairs is $c-p=2v_f+p$, so $v_f=c/2-p$. The total $v_f+p$ is still $c/2$, but fewer vacancies are free. With twelve neighbouring positions and binding energy $E$, pair equilibrium is

$$p=12\,e^{E/k_BT}(c-p)(c/2-p).$$

For assumed bindings of 0.3 and 0.5 eV, the free share is 85% and 53%. If pairs do not move, equation (6) is reduced by nearly the same factor. The binding could be stronger: the bare Coulomb attraction between neighbouring sites, with a relative permittivity of 12, is about 0.8 eV. That crude value would leave only about 9% of the vacancies free and cut the acceleration to about 2, so immobile pairs could remove most of the effect.

Second, nickel also moves along grain boundaries. Assume boundaries 1 nm wide, grains of 5 µm and boundary diffusion 1000 times faster than native lattice diffusion. With boundary area fraction $2\times1/5000$, the added growth constant is $0.4k_0$. If chromium leaves this path unchanged, the acceleration becomes $(20.3+0.4)/(1+0.4)=14.8$. The larger the share of undoped growth that boundaries carry, the smaller the acceleration. The ratio of 1000 is probably far too low: tracer measurements of nickel in NiO point to roughly $2\times10^4$ near 1000 °C. The added growth constant is then about $8k_0$ and the acceleration $(20.3+8)/(1+8)\approx3$, so with grains of this size boundaries alone could remove most of the effect.

Third, some native vacancies may be singly charged. I repeated the calculation with half of them so charged at 1 atm, keeping the native total at $10^{-4}$, giving both kinds the same $D_V$ and taking holes as fully mobile. The doped rate is then 3% above equation (6), but the ratio to undoped growth rises to 25, because the undoped rate is lower in that model.

Local neutrality is a much safer assumption. With a rough relative permittivity of 12 and a lattice constant of about 0.42 nm, the Debye length in the doped oxide is below 1 nm. Near the metal in undoped oxide it is about 11 nm. Both are far less than the scale thickness. In the doped oxide, however, this length is also shorter than the mean distance between chromium ions, about 2.6 nm at $c=0.001$. The charged defects are then not ideal, as equation (1) assumes, so the hole fractions, and with them the blocking found at $c=0.01$, are only rough. Equation (6) is less sensitive, because charge balance sets its vacancy number and the two oxygen pressures set its driving force. Undoped oxide near the gas side, which sets $k_0$, is not ideal either: its Debye length is about 1.5 nm against a defect spacing of about 4 nm. A Debye–Hückel estimate, with the native fraction kept at $10^{-4}$ at 1 atm, lowers $k_0$ by about a fifth, raises the factor of 20 to about 25 and changes the undoped pressure factor from 0.45 to about 0.40.

**Q:** So what should I measure before blaming vacancies made by chromium?

**A:** Measure the chromium dissolved in NiO as a function of depth, especially in the outer layer, and separate it from chromium held in spinel particles. Then vary the outer oxygen pressure. If dissolved Cr³⁺ is nearly uniform with depth and well above the hole fraction, holes still carry nearly all the conductivity, and the growth constant follows the weak logarithmic dependence, then equation (6), reduced by any pairing, is a sensible description of growth through the lattice. If the outer oxide holds practically no dissolved chromium, equation (10) limits growth through the lattice, however many vacancies the inner oxide contains. This limit is useful only when the outer layer is a fair part of the scale; for a very thin one it exceeds even the rate of a uniformly doped scale. A chromium fraction of $10^{-4}$ in the outer oxide is already too much for equation (10): as found above, it raises the growth constant for the whole pressure drop 2.7 times, and the limit rises by the same factor.
